# Does faster coolant raise the laminar Nusselt number?: a program that tests the result

```python
# Result under test: for steady laminar flow between two plates that both
# deliver a uniform heat flux, the fully developed Nusselt number is 140/17
# at every speed.  Speed lowers the bulk heating (as 1/U) and lengthens the
# thermal entrance (as U); inside the entrance the local Nusselt number rises.
# Symbols: a half-gap, U mean speed, q flux per face, k conductivity,
# alpha diffusivity, eta = y/a (0 centre, 1 wall), w = u/U,
# xi = alpha*x/(U*a^2), F = k*(T_wall - T_bulk)/(q*a), Nu = 4/F (D_h = 4a).
import numpy as np
import sympy as sp
from numpy.polynomial import legendre as leg
from scipy.constants import zero_Celsius
from scipy.integrate import solve_ivp, cumulative_trapezoid, trapezoid
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import gamma

# ---------- inputs (rough typical values, water near 30 C) ----------
gap, length, width = 100e-6, 10e-3, 10e-3      # m
a = gap / 2
d_h = 4 * a
q = 40e4                                       # W/m2 per face
t_in = 25.0                                    # C
k, rho, c, mu = 0.60, 1000.0, 4200.0, 8.0e-4   # SI units
k_si, t_si = 130.0, 50e-6                      # silicon die
k_slope = 1.1e-3                               # W/(m K) per K, water
speeds = [0.5, 1.0, 2.0, 4.0]                  # m/s
alpha = k / (rho * c)
prandtl = mu * c / k
film_scale = q * a / k                         # K

# ---------- closed forms by symbolic integration ----------
s = sp.symbols('s')
w_sym = sp.Rational(3, 2) * (1 - s**2)
g_sym = sp.integrate(sp.integrate(w_sym, s), s)
g_sym = g_sym - sp.integrate(w_sym * g_sym, (s, 0, 1))
f_dev_sym = g_sym.subs(s, 1)
G_sym = sp.integrate(w_sym, s)
assert sp.simplify(f_dev_sym - sp.integrate(G_sym**2, (s, 0, 1))) == 0
assert f_dev_sym == sp.Rational(17, 35)
S_sym = sp.integrate(sp.expand(w_sym * g_sym**2), (s, 0, 1))
f_dev, S = float(f_dev_sym), float(S_sym)
nu_dev = 4 / f_dev

# ---------- entrance modes by diagonalization in even polynomials ----------
n_modes = 40
nodes, weights = leg.leggauss(100)
nodes, weights = (nodes + 1) / 2, weights / 2
norm = np.sqrt(4 * np.arange(n_modes) + 1.0)
basis = [leg.Legendre.basis(2 * j) for j in range(n_modes)]
val = np.array([n * b(nodes) for n, b in zip(norm, basis)])
der = np.array([n * b.deriv()(nodes) if j else 0 * nodes
                for j, (n, b) in enumerate(zip(norm, basis))])
stiff = (der * weights) @ der.T
mass = (val * weights * 1.5 * (1 - nodes**2)) @ val.T
lam, vec = eigh(stiff, mass)
lam, amp = lam[1:], (norm @ vec[:, 1:])**2 / lam[1:]


def film(xi):
    """F at distance xi from the mode sum."""
    xi = np.atleast_1d(xi)
    return f_dev - np.exp(-np.outer(xi, lam)) @ amp


def film_mean(xi):
    """Average of F from the inlet to xi."""
    return f_dev - np.sum(amp * (1 - np.exp(-lam * xi)) / (lam * xi))


assert abs(amp.sum() - f_dev) < 1e-7           # wall and bulk equal at inlet
assert abs(np.sum(amp / lam) - S) < 1e-8

xi_e = brentq(lambda z: film(z)[0] - f_dev / 1.05, 1e-3, 1.0)


def near_inlet(xi):
    return (3 * xi)**(1 / 3) / gamma(2 / 3)


err_far = abs(film(1e-4)[0] / near_inlet(1e-4) - 1)
err_near = abs(film(1e-5)[0] / near_inlet(1e-5) - 1)
assert err_near < 0.02 and err_near < err_far

# ---------- finite-volume march of the dimensional energy equation ----------
cells = 200
dy = a / cells
centre = (np.arange(cells) + 0.5) / cells
lap = (np.diag(-2.0 * np.ones(cells)) + np.diag(np.ones(cells - 1), 1)
       + np.diag(np.ones(cells - 1), -1))
lap[0, 0] = lap[-1, -1] = -1.0


def march(speed, shape, x):
    """Wall and bulk temperature rise (K) at the positions x (m)."""
    u = speed * shape / shape.mean()
    matrix = k * lap / (rho * c * u[:, None] * dy**2)
    source = np.zeros(cells)
    source[-1] = q / (rho * c * u[-1] * dy)
    sol = solve_ivp(lambda z, t: matrix @ t + source, (0, x[-1]),
                    np.zeros(cells), method='BDF', jac=matrix,
                    t_eval=x, rtol=1e-7, atol=1e-7)
    assert sol.success
    return sol.y[-1] + q * dy / (2 * k), (u @ sol.y) / u.sum()


# velocity profile and pressure drop from a discrete force balance
lap_noslip = lap.copy()
lap_noslip[-1, -1] = -3.0
vel = np.linalg.solve(lap_noslip * cells**2, -np.ones(cells))
assert np.max(abs(vel / vel.mean() - 1.5 * (1 - centre**2))) < 1e-3


def pressure_drop(speed):
    return 3 * mu * speed * length / a**2


assert abs(mu * length / (a**2 * vel.mean()) / pressure_drop(1.0) - 1) < 1e-3

x_far = 0.1
x = np.concatenate([length * (np.arange(1, 401) / 400)**2,
                    np.linspace(length, x_far, 601)[1:]])
parabola = 1 - centre**2
nu_far, x_e_march = [], []
for U in speeds:
    wall, bulk = march(U, parabola, x)
    diff = wall - bulk
    nu_x = 4 * film_scale / diff
    assert np.allclose(bulk, q * x / (rho * c * U * a), rtol=1e-3, atol=1e-3)
    use = x > 0.02 * length
    formula = film_scale * film(alpha * x[use] / (U * a**2))
    assert np.max(abs(diff[use] / formula - 1)) < 3e-3
    nu_far.append(nu_x[-1])
    assert abs(nu_far[-1] / nu_dev - 1) < 1e-3
    i = int(np.argmax(nu_x < 1.05 * nu_dev))
    frac = (nu_x[i - 1] - 1.05 * nu_dev) / (nu_x[i - 1] - nu_x[i])
    x_e_march.append(x[i - 1] + frac * (x[i] - x[i - 1]))
    assert abs(x_e_march[-1] / (xi_e * U * a**2 / alpha) - 1) < 5e-3
    mean_diff = trapezoid(np.append(0, diff[:400]),
                          np.append(0, x[:400])) / length
    xi_L = alpha * length / (U * a**2)
    assert abs(mean_diff / (film_scale * film_mean(xi_L)) - 1) < 3e-3
    if U == speeds[0]:                         # long-channel law
        assert abs(mean_diff / (film_scale * (f_dev - S / xi_L)) - 1) < 3e-3
    if U == speeds[-1]:                        # Nu falls along the channel
        assert np.all(np.diff(nu_x[20:400]) < 0)

# ---------- developed Nu for other profile shapes ----------
eta = np.linspace(0, 1, 4001)


def integral(f):
    return cumulative_trapezoid(f, eta, initial=0)


def nu_of_shape(shape):
    G = integral(shape / trapezoid(shape, eta))
    return 4 / trapezoid(G**2, eta)


def water_viscosity(t_c):
    """Rough empirical law for liquid water, Pa s, t_c in C."""
    return 2.414e-5 * 10**(247.8 / (t_c + zero_Celsius - 140))


def hot_wall_shape(t_bulk, law):
    """Velocity shape when viscosity follows the developed temperature."""
    temp = t_bulk + 0 * eta
    for _ in range(30):
        inner = integral(eta / law(temp))
        shape = inner[-1] - inner
        shape = shape / trapezoid(shape, eta)
        g = integral(integral(shape))
        temp = t_bulk + film_scale * (g - trapezoid(shape * g, eta))
    return shape


const_shape = hot_wall_shape(50.0, lambda t: mu + 0 * t)
assert abs(nu_of_shape(const_shape) / nu_dev - 1) < 1e-5


def bulk_rise(U):
    return q * length / (rho * c * U * a)


hot = {U: hot_wall_shape(t_in + bulk_rise(U), water_viscosity)
       for U in (speeds[0], speeds[-1])}
nu_slug = nu_of_shape(np.ones_like(eta))
for shape in (np.ones_like(eta), hot[speeds[0]]):
    wall, bulk = march(1.0, np.interp(centre, eta, shape), np.array([x_far]))
    nu_num = 4 * film_scale / (wall[-1] - bulk[-1])
    assert abs(nu_num / nu_of_shape(shape) - 1) < 1e-3

# ---------- printed results ----------
print(f"gap {gap*1e6:.0f} um, length {length*1e3:.0f} mm, "
      f"width {width*1e3:.0f} mm, D_h {d_h*1e6:.0f} um")
print(f"flux per face {q/1e4:.0f} W/cm2, inlet {t_in:.0f} C, "
      f"total heat {2*q*length*width:.0f} W")
print(f"water: k {k:.2f} W/(m K), rho {rho:.0f} kg/m3, "
      f"c {c:.0f} J/(kg K), mu {mu*1e3:.2f} mPa s")
print(f"diffusivity {alpha:.4e} m2/s, Prandtl number {prandtl:.2f}")
print(f"developed F = {f_dev_sym} = {f_dev:.5f}, Nu = {nu_dev:.4f}")
print(f"developed h = {nu_dev*k/d_h/1e3:.2f} kW/(m2 K), "
      f"film scale q*a/k = {film_scale:.2f} K")
print(f"developed wall-bulk difference {film_scale*f_dev:.2f} K")
print(f"slug-flow developed Nu {nu_slug:.3f}")
print(f"first mode: lambda_1 {lam[0]:.4f}, A_1 {amp[0]:.5f}")
print(f"second mode: lambda_2 {lam[1]:.4f}, A_2 {amp[1]:.5f}")
print(f"S = {S_sym} = {S:.6f}")
print(f"entrance (5 %): xi_e {xi_e:.4f}, "
      f"x_e/(D_h Re Pr) {xi_e/16:.5f}")
print(f"near-inlet law error: {100*err_far:.2f} % at xi=1e-4, "
      f"{100*err_near:.2f} % at xi=1e-5")
peak, rise, film_out = [], [], []
for U, nf, xm in zip(speeds, nu_far, x_e_march):
    xi_L = alpha * length / (U * a**2)
    rise.append(bulk_rise(U))
    film_out.append(film_scale * film(xi_L)[0])
    peak.append(t_in + rise[-1] + film_out[-1])
    print(f"U {U:.1f} m/s: Re {rho*U*d_h/mu:.0f}, xi_L {xi_L:.4f}, "
          f"x_e {xi_e*U*a**2/alpha*1e3:.2f} mm (march {xm*1e3:.2f} mm)")
    print(f"  bulk rise {rise[-1]:.2f} K, outlet wall-bulk "
          f"{film_out[-1]:.2f} K, peak wall {peak[-1]:.2f} C")
    print(f"  Nu outlet {4/film(xi_L)[0]:.3f}, Nu mean "
          f"{4/film_mean(xi_L):.3f}, Nu march at 100 mm {nf:.3f}")
    dp = pressure_drop(U)
    print(f"  pressure drop {dp/1e3:.2f} kPa, "
          f"pump power {dp*U*gap*width*1e3:.2f} mW")
for i in range(3):
    print(f"{speeds[i]:.1f} to {speeds[i+1]:.1f} m/s: peak falls "
          f"{peak[i]-peak[i+1]:.2f} K = bulk {rise[i]-rise[i+1]:.2f} K"
          f" + film {film_out[i]-film_out[i+1]:.2f} K")
x_probe = 0.1e-3
ratio = (film(alpha*x_probe/(2*a**2)) / film(alpha*x_probe/(4*a**2)))[0]
print(f"local Nu ratio, 4 over 2 m/s, at 0.1 mm: {ratio:.3f} "
      f"(cube root of 2: {2**(1/3):.3f})")
print("Neglected effects:")
for U in (speeds[0], speeds[-1]):
    tb = t_in + bulk_rise(U)
    print(f"  viscosity varies, outlet bulk {tb:.1f} C ({U:.1f} m/s): "
          f"developed Nu {nu_of_shape(hot[U]):.3f}")
    print(f"    water viscosity at that bulk temperature "
          f"{water_viscosity(tb)*1e3:.3f} mPa s")
t_film = peak[0] - film_out[0] / 2
print(f"  water k at {t_film:.0f} C above its 30 C value by "
      f"{100*k_slope*(t_film-30)/k:.1f} %")
heal = np.sqrt(k_si * t_si * d_h / (nu_dev * k))
print(f"  silicon ({t_si*1e6:.0f} um, {k_si:.0f} W/(m K)) spreads heat over "
      f"{heal*1e3:.2f} mm")
print(f"  outlet wall lowered by spreading at {speeds[0]:.1f} m/s: about "
      f"{rise[0]/length*heal:.2f} K")
fast = speeds[-1]
print(f"  velocity entrance at {fast:.0f} m/s, about x_e/Pr: "
      f"{xi_e*fast*a**2/alpha/prandtl*1e3:.2f} mm")
print(f"  dynamic head at {fast:.0f} m/s: {rho*fast**2/2e3:.2f} kPa")
print(f"  viscous heating at {fast:.0f} m/s: "
      f"{pressure_drop(fast)/(rho*c)*1e3:.2f} mK")
print(f"  axial conduction/advection at {speeds[0]:.1f} m/s: "
      f"{alpha/(speeds[0]*length):.1e}")
print(f"  gap/width (side walls): {100*gap/width:.1f} %")
assert rho * fast * d_h / mu < 2000 and max(peak) < 100
print("PASS")
```

It prints:

```
gap 100 um, length 10 mm, width 10 mm, D_h 200 um
flux per face 40 W/cm2, inlet 25 C, total heat 80 W
water: k 0.60 W/(m K), rho 1000 kg/m3, c 4200 J/(kg K), mu 0.80 mPa s
diffusivity 1.4286e-07 m2/s, Prandtl number 5.60
developed F = 17/35 = 0.48571, Nu = 8.2353
developed h = 24.71 kW/(m2 K), film scale q*a/k = 33.33 K
developed wall-bulk difference 16.19 K
slug-flow developed Nu 12.000
first mode: lambda_1 12.2535, A_1 0.22223
second mode: lambda_2 45.9679, A_2 0.07253
S = 823/40425 = 0.020359
entrance (5 %): xi_e 0.1847, x_e/(D_h Re Pr) 0.01154
near-inlet law error: 0.24 % at xi=1e-4, 0.16 % at xi=1e-5
U 0.5 m/s: Re 125, xi_L 1.1429, x_e 1.62 mm (march 1.62 mm)
  bulk rise 38.10 K, outlet wall-bulk 16.19 K, peak wall 79.29 C
  Nu outlet 8.235, Nu mean 8.549, Nu march at 100 mm 8.235
  pressure drop 4.80 kPa, pump power 2.40 mW
U 1.0 m/s: Re 250, xi_L 0.5714, x_e 3.23 mm (march 3.23 mm)
  bulk rise 19.05 K, outlet wall-bulk 16.18 K, peak wall 60.23 C
  Nu outlet 8.239, Nu mean 8.887, Nu march at 100 mm 8.235
  pressure drop 9.60 kPa, pump power 9.60 mW
U 2.0 m/s: Re 500, xi_L 0.2857, x_e 6.46 mm (march 6.46 mm)
  bulk rise 9.52 K, outlet wall-bulk 15.97 K, peak wall 50.49 C
  Nu outlet 8.351, Nu mean 9.607, Nu march at 100 mm 8.235
  pressure drop 19.20 kPa, pump power 38.40 mW
U 4.0 m/s: Re 1000, xi_L 0.1429, x_e 12.93 mm (march 12.93 mm)
  bulk rise 4.76 K, outlet wall-bulk 14.90 K, peak wall 44.66 C
  Nu outlet 8.948, Nu mean 10.951, Nu march at 100 mm 8.235
  pressure drop 38.40 kPa, pump power 153.60 mW
0.5 to 1.0 m/s: peak falls 19.05 K = bulk 19.05 K + film 0.01 K
1.0 to 2.0 m/s: peak falls 9.74 K = bulk 9.52 K + film 0.22 K
2.0 to 4.0 m/s: peak falls 5.83 K = bulk 4.76 K + film 1.07 K
local Nu ratio, 4 over 2 m/s, at 0.1 mm: 1.255 (cube root of 2: 1.260)
Neglected effects:
  viscosity varies, outlet bulk 63.1 C (0.5 m/s): developed Nu 8.378
    water viscosity at that bulk temperature 0.442 mPa s
  viscosity varies, outlet bulk 29.8 C (4.0 m/s): developed Nu 8.438
    water viscosity at that bulk temperature 0.801 mPa s
  water k at 71 C above its 30 C value by 7.6 %
  silicon (50 um, 130 W/(m K)) spreads heat over 0.51 mm
  outlet wall lowered by spreading at 0.5 m/s: about 1.95 K
  velocity entrance at 4 m/s, about x_e/Pr: 2.31 mm
  dynamic head at 4 m/s: 8.00 kPa
  viscous heating at 4 m/s: 9.14 mK
  axial conduction/advection at 0.5 m/s: 2.9e-05
  gap/width (side walls): 1.0 %
PASS
```
